\section*{Why near-neutral walls favour standing lamellae in incommensurate block-copolymer films}

\section{What dimensions and symmetry fix}

A melt of symmetric AB diblock copolymers forms lamellae of bulk period $L_0$. Confine it in a flat film of uniform, fixed thickness $D$. If the lamellae lie parallel to the walls, a whole number $k$ of A/B interfaces must share this thickness, so the period is forced to be $2D/k$. When the blocks are strongly segregated, the bulk energy contains two material parameters, the interfacial tension $g$ and the length $L_0$. The distortion energy per film area therefore has the form
\begin{equation}
P_k=g\,p_k(D/L_0),\qquad p_k=0\ \text{ at }\ D=kL_0/2 .
\end{equation}
It starts quadratically in the misfit, because the bulk period minimises the energy. The walls do not enter it.

The walls enter through their preferences. Let $g_{Ai}$ and $g_{Bi}$ be the tensions of wall $i$ against A and B, and define $s_i=g_{Bi}-g_{Ai}$, so that positive $s_i$ favours A. A standing film shows each wall equal areas of A and B. Exchanging A and B leaves it unchanged but reverses $s_i$, so its energy has no term linear in $s_i$. A parallel film does have one. Scaling both preferences down together thus reduces the reward for lying parallel and leaves the price of distortion as it was.

This explains the preference for standing lamellae at incommensurate thickness. It does not make neutrality sufficient at every thickness: where $P_k=0$, any preference that the layer sequence can satisfy still favours parallel layers. To find the boundary we need $p_k$.

\section{The energy of one layer}

\subsection{The interface}

Each chain has $N$ segments of statistical length $b$ and volume $v$; $\chi$ is the Flory parameter. At a narrow interface between long blocks, a chain's statistical weight follows the lowest state of
\begin{equation}
-\frac{b^2}{6}\psi''+w\psi=E\psi ,
\end{equation}
where $w$ is the mean field in units of $k_BT$ and $\psi^2$ is the segment density. Multiplying by $\psi$, integrating over normalised $\psi$ and subtracting the field energy leaves the conformational cost $\int(b^2/6)\psi'^2dx$. Incompressibility lets us write $\psi_A=\sin\theta$ and $\psi_B=\cos\theta$, so that $\psi_A'^2+\psi_B'^2=\theta'^2$. With the contact energy added,
\begin{equation}
g=\min_\theta\frac{k_BT}{v}\int dx\left[\frac{b^2}{6}\theta'^2+\chi\sin^2\theta\cos^2\theta\right].
\end{equation}
Since $p^2+q^2\ge2pq$, the integral is at least
\begin{equation}
2b\sqrt{\frac{\chi}{6}}\int_0^{\pi/2}\sin\theta\cos\theta\,d\theta=b\sqrt{\frac{\chi}{6}} .
\end{equation}
The profile with $\theta'=(\sqrt{6\chi}/b)\sin\theta\cos\theta$ makes $p=q$ and reaches this bound. Hence $g=(k_BT/v)\,b\sqrt{\chi/6}$.

\subsection{The stretched blocks}

Each block has $n=N/2$ segments and fills a brush of height $h$ beside the interface. Count segments $j$ from the free end, which lies at height $z_0$. The elastic energy is $(3k_BT/2b^2)\int(dz/dj)^2dj$. The pressure that keeps the density uniform acts on all segments as a common potential in $z$. The path of least energy is therefore that of a particle moving in a potential, with $j$ as the time. A free end carries no tension, so $dz/dj=0$ there. Free ends occur at all heights, yet every block must reach $z=0$ after the same $n$ segments. This equal-time condition requires harmonic motion:
\begin{equation}
z(j)=z_0\cos\frac{\pi j}{2n}.
\end{equation}
A chain then contributes $dj/|dz|=2n/(\pi\sqrt{z_0^2-z^2})$ segments per unit height. The end distribution
\begin{equation}
G(z_0)=\frac{z_0}{h\sqrt{h^2-z_0^2}}
\end{equation}
makes the total density uniform. To see this, set $z_0^2=z^2+(h^2-z^2)\sin^2\alpha$. Both $z_0\,dz_0/d\alpha$ and the product of the two square roots equal $(h^2-z^2)\sin\alpha\cos\alpha$, so
\begin{equation}
\int_z^h G(z_0)\frac{2n}{\pi\sqrt{z_0^2-z^2}}\,dz_0=\frac{2n}{\pi h}\int_0^{\pi/2}d\alpha=\frac nh .
\end{equation}
The average of $\sin^2(\pi j/2n)$ along the block is $1/2$, so one trajectory costs
\begin{equation}
\frac{3k_BT}{2b^2}\,\frac{\pi^2z_0^2}{4n^2}\,\frac n2=\frac{3\pi^2k_BT\,z_0^2}{16nb^2}.
\end{equation}
With $z_0=h\sin\alpha$, the mean of $z_0^2$ is $h^2\int_0^{\pi/2}\sin^3\alpha\,d\alpha=2h^2/3$. The mean cost per block is therefore $\pi^2k_BTh^2/(8nb^2)$.

\subsection{The relaxed period}

Let one interface with its two brushes occupy thickness $H$. Then $h=H/2$, there are $H/(vN)$ chains per area, and the two blocks of a chain together cost $\pi^2k_BTH^2/(8Nb^2)$. The energy per area of this layer is
\begin{equation}
e(H)=g+cH^3,\qquad c=\frac{\pi^2k_BT}{8vN^2b^2}.
\end{equation}
In bulk, $e(H)/H=g/H+cH^2$ is minimised. Setting $-g/H^2+2cH=0$ gives $H_0^3=g/(2c)$. A period contains two such layers, so $L_0=2H_0$ and
\begin{equation}
L_0^3=\frac{4g}{c}=\frac{32}{\pi^2}N^2b^3\sqrt{\frac{\chi}{6}},\qquad c=\frac{4g}{L_0^3}.
\end{equation}
The relaxed energy per volume is $2g/L_0+(4g/L_0^3)(L_0^2/4)=3g/L_0$.

\section{When standing lamellae win}

For $H>0$ the function $e(H)$ is convex, so $k$ layers sharing a fixed $D$ have least energy when each has thickness $D/k$. Subtract the energy of the same volume of relaxed material and write $\lambda=2D/(kL_0)$ for the ratio of the forced period to the bulk one:
\begin{align}
P_k&=kg+\frac{4gD^3}{k^2L_0^3}-\frac{3gD}{L_0}\\
&=\frac{gk}{2}\left(2+\lambda^3-3\lambda\right)
=\frac{gk}{2}(\lambda-1)^2(\lambda+2).
\end{align}
A standing film, with room for many periods sideways, keeps the period $L_0$ and pays none of this.

Measure wall energies from the mean of $g_{Ai}$ and $g_{Bi}$, which is what the standing film pays. A wall covered by A contributes $-s_i/2$, and one covered by B contributes $+s_i/2$. Even $k$ puts the same block at both walls; the better choice of block gains $|s_1+s_2|/2$. Odd $k$ puts different blocks there and gains $|s_1-s_2|/2$. Within this comparison of uniform films, standing lamellae have the lower energy exactly when
\begin{equation}
\min_{k\ \mathrm{even}}P_k>\frac{|s_1+s_2|}{2}
\quad\text{and}\quad
\min_{k\ \mathrm{odd}}P_k>\frac{|s_1-s_2|}{2}.
\label{eq:criterion}
\end{equation}

Both walls matter. If one is neutral, even and odd films gain the same $|s_1|/2$, and a strong preference at the other wall can hold the layers parallel. If the walls are equal, odd films gain nothing: they tie with standing lamellae at half-integer $D/L_0$ and lose elsewhere. With two perfectly neutral walls there is likewise a tie at every commensurate thickness, which smaller effects must break.

\section{How much distortion can be forced}

Put $t=D/L_0$ and $m=k/2$. Then $P=g(2m+t^3/m^2-3t)$, with slope $3g(t^2/m^2-1)$. The cost of a given film rises for $t>m$ and falls for $t<m$, so between neighbouring allowed values $m$ and $m+\delta$ the least cost peaks where their energies cross:
\begin{equation}
t^3\left[\frac1{m^2}-\frac1{(m+\delta)^2}\right]=2\delta
\quad\Rightarrow\quad
t^3=\frac{2m^2(m+\delta)^2}{2m+\delta}.
\end{equation}
Here $\delta=1$ if even films alone compete and $\delta=1/2$ if all films do. In thick films the largest misfit is about $\delta L_0/2$. Since $P\simeq3g(t-m)^2/m$ for small distortion, the peak tends to
\begin{equation}
P_{\max}\simeq\frac{3g\delta^2L_0}{4D}.
\end{equation}
Thicker films spread the misfit over more layers and frustrate parallel order less. Admitting odd films lowers this limiting peak fourfold.

For equal walls of small preference $s>0$, parallel layers survive near $D=nL_0$ as long as $3g(t-n)^2/n<s$, that is
\begin{equation}
|D-nL_0|<L_0\sqrt{\frac{ns}{3g}} .
\end{equation}
At fixed $n$, $g$ and $L_0$ this window closes as $\sqrt{s}$. In films of a few periods, sufficiently neutral walls therefore favour standing lamellae over most thicknesses, with narrow exceptions around the commensurate points. At fixed $s$, however, the windows widen with $n$. Once $D$ exceeds about $3gL_0/(4s)$, the peak $P_{\max}$ for even films lies below $s$, the windows merge, and parallel layers win at every thickness.

\section{A film 35 nm thick}

Take $N=500$, $\chi=0.04$, $b=0.70$ nm, $v=0.15$ nm$^3$ and $T=500$ K. The thermal energy is $6.903\times10^{-21}$ J, and $1$ mN/m equals $10^{-21}$ J/nm$^2$. Thus
\begin{equation}
g=\frac{6.903}{0.15}\times0.70\sqrt{\frac{0.04}{6}}=2.63\ \mathrm{mN/m},
\end{equation}
and the period formula gives $L_0=28.3$ nm. For $D=35$ nm, $D/L_0=1.236$. The best even film has $k=2$, stretched to $\lambda=1.236$; the best odd film has $k=3$, compressed to $\lambda=0.824$. Carrying unrounded ratios,
\begin{align}
P_2&=2.63(0.236)^2(3.236)=0.475\ \mathrm{mN/m},\\
P_3&=2.63\times1.5(0.176)^2(2.824)=0.345\ \mathrm{mN/m}.
\end{align}

First let both walls have $s=0.20$ mN/m. The even film lies $0.475-0.20=0.275$ mN/m above the standing film, and the odd film lies $0.345$ mN/m above it. Standing lamellae win by the smaller amount, which is about $32\,k_BT$ on an area $L_0^2$. Now raise both preferences to $1.00$ mN/m and hold all else fixed. The even film falls to $0.475-1.00=-0.525$ mN/m relative to standing, so parallel layers win. The distortion is the same in both cases; the wetting gain has changed.

A neutral substrate under a top wall with $s=1.00$ mN/m also gives parallel layers: the odd film lies at $0.345-0.50=-0.155$ mN/m. In this sharp-interface model, the top preference must stay below $2\times0.345=0.69$ mN/m at this thickness for standing lamellae to win. Finally, at $D=L_0$ even the two near-neutral walls select parallel layers, by $0.20$ mN/m.

Scanning $D$ from $L_0$ to $3L_0$ with equal walls shows the trend. Standing lamellae win over 7\% of the range for $s=1.00$ mN/m, 56\% for $0.20$ mN/m and 86\% for $0.02$ mN/m. In the last case the parallel window around $2L_0$ has a half-width of $2.0$ nm.

\section{What the sharp-interface model leaves out}

Here $\chi N=20$, which is not very strong segregation. A better mean-field estimate comes from solving the chain-propagator equations numerically in one dimension, with self-consistent fields and mirror planes at the centres of neighbouring A and B layers. A neutral reflecting wall acts as such a plane. This gives a bulk period $0.913$ times the strong-segregation value. The stiffness, defined as the second derivative of the free energy per chain with respect to $\ln L$ at the minimum, is $0.68$ times its strong-segregation value. At $\chi N=80$ the two ratios are $0.98$ and $0.88$, closer to one.

At the same $D/L_0$, the number of chains per area scales with $L_0$, so the distortion should shrink by about $0.913\times0.68=0.62$. The direct solutions give $0.297$ mN/m for the even film and $0.214$ mN/m for the odd one, in line with this factor. With the shorter period, the same $D/L_0$ means a film about $32$ nm thick. There the standing film's margin against near-neutral walls is about $0.10$ mN/m, instead of the $0.275$ mN/m of the sharp-interface model. The verdict at this $D/L_0$ survives, but with much less room.

A film kept at $35$ nm has $D/L_0=1.354$ once the period is corrected. Multiplying the sharp-interface energies at that ratio by $0.62$ gives about $0.69$ mN/m for the even film and only $0.07$ mN/m for the odd one, which is now close to commensurate. Between equal near-neutral walls, standing lamellae still win, by about $0.07$ mN/m. Over a neutral substrate, however, the top preference must stay below about $0.14$ mN/m, not $0.69$ mN/m. A small error in the period can thus matter more than a small change in the walls. The layer touching the wall is also not pure: the difference of A and B fractions there is $0.965$, which lowers the parallel film's wetting gain by a few per cent.

Three effects at the walls can be sized by scaling arguments.
\begin{itemize}
\item Standing interfaces can flare so that the preferred block covers more wall. If a displacement $u_0$ decays over $\ell\sim L_0/2\pi$, each interface gains $su_0-gu_0^2/(2\ell)$, at most $s^2\ell/(2g)$. With two interfaces per period, the gain per area is $s^2/(2\pi g)\approx0.002$ mN/m per wall for $s=0.20$ mN/m. The prefactor is uncertain by about a factor of two: for an exponential decay the extra interface length alone costs only $gu_0^2/(4\ell)$. The gain is negligible for the near-neutral walls, but it grows as $s^2$ and reaches about $0.06$ mN/m at $s=1.00$ mN/m.
\item A wall removes the A/B contacts that would cross it. On a cubic lattice of spacing $v^{1/3}$, a segment at the wall loses one of its six neighbours. Contacts supply half of $g$, because $p=q$ in the interface profile, and a standing film has two interfaces per period. The gain is therefore roughly $gv^{1/3}/(6L_0)\approx0.008$ mN/m per wall. This is small beside the margins above, but it could break the ties found earlier.
\item A parallel layer at one wall could carry standing lamellae above it. Without relaxation, unlike blocks meet over half the boundary, at a cost $g/2\approx1.3$ mN/m, against a wetting gain $s/2=0.10$ mN/m. Relaxation lowers the cost, so this comparison makes the hybrid unlikely but does not exclude it.
\end{itemize}

Fixed thickness is the assumption on which the argument rests. A film with a free surface can split into terraces of thickness $L_0$ and $2L_0$ with the same mean $D$. Both are undistorted, so for two surfaces with $s=0.20$ mN/m the terraced film lies $0.20$ mN/m below the standing one, apart from its edges. If an edge costs roughly $gL_0$ per length, terraces win once the edges are farther apart than $gL_0/s\approx370$ nm. Standing lamellae on a free film of this kind would then owe their survival to slow transport or to a further energy term.

\section{Beside a real material}

The parameters are rough values in the regime of polystyrene--poly(methyl methacrylate) annealed near $230\,^\circ$C. The model's tension is high: a rough real value is $1$ mN/m. Since every distortion energy is proportional to $g$ at fixed $D/L_0$, $P_2$ would fall from $0.475$ to about $0.18$ mN/m. That is just below the wetting gain of $0.20$ mN/m, and in the sharp-interface model the near-neutral film of the example would turn parallel. The margin, about $0.02$ mN/m, is comparable to the wall effects estimated above, so this comparison does not settle the real case. A preference that counts as near neutral must therefore be judged against $g$ and the actual misfit, not by its absolute size. For a film held at fixed thickness, the design rule is criterion~\eqref{eq:criterion}: reduce the preferences of both surfaces together, and choose a thickness away from the commensurate values that those surfaces reward, judged by the film's actual period. Lowering one preference much more than the other can backfire near half-integer $D/L_0$, because it rewards odd films.

All numerical values are calculated from the stated model.
